\section*{Larger plating overpotential can give finer islands and thinner closed films}

\section{Islands on a fixed grid}

Place one metal nucleus on every point of a square grid of spacing $d$, all at the same moment, and let each grow as a hemisphere whose radius increases at speed $v$. Neighbours touch when the radius is $d/2$. The last bare point of the substrate, the centre of a grid cell, lies $d/\sqrt2$ from the nearest nuclei and is covered at time $d/(\sqrt2\,v)$. Doubling $v$ halves this time and changes no length: the film closes with the same spacing and the same thickness. On this grid, growth speed therefore has no effect on how coarse the closed film is. The distance between nuclei decides that, and here it was fixed in advance, independently of $v$.

The belief examined here is that a larger plating overpotential gives coarser islands, and so a thicker film at closure, because it drives faster growth. Its first half is sound. A larger overpotential does deposit metal faster, and if two deposits are inspected at the same early time, the oldest islands are larger in the one driven harder. The conclusion would also follow if new islands kept appearing at an unchanged rate, since faster islands would then cover the surface before many others could form. The error is to hold the nucleation rate fixed while the overpotential changes.

\section{Which length the competition selects}

Let $J$ be the number of nuclei formed per unit bare area and time. Consider a patch of side $\ell$. An island needs a time of about $\ell/v$ to cross it, during which about $J\ell^2(\ell/v)$ nuclei form there. Islands compete for the patch when this number is about one, so
\begin{equation}
 L=\left(\frac{v}{J}\right)^{1/3}
\end{equation}
is the natural length. The matching time is $T=L/v=(Jv^2)^{-1/3}$.

To find the numerical factors, take $J$ and $v$ constant, nucleation random on the bare substrate, and islands hemispherical. A substrate point is bare at time $t$ if no nucleus born at an earlier time $t'$ lies within $v(t-t')$ of it. The expected number of such nuclei is
\begin{equation}
 \int_0^t J\pi v^2(t-t')^2\,dt'=\frac{\pi}{3}Jv^2t^3 .
\end{equation}
This count includes fictitious nuclei born under existing islands. They do no harm. If one is born at a distance $D$ from an island centre that is smaller than the island radius at that moment, then $D$ plus its own later radius stays below the island's later radius, because both radii grow at the same speed. It never emerges. Births in the enlarged count are independent, so the number covering a point has a Poisson distribution, and the bare fraction is the probability of zero:
\begin{equation}
 \theta_0(t)=\exp\left(-\frac{\pi}{3}Jv^2t^3\right).
\end{equation}
Define closure as $\theta_0=0.01$. Taking the logarithm gives
\begin{equation}
 t_c=\left(\frac{3\ln 100}{\pi Jv^2}\right)^{1/3}=1.638\,T .
\end{equation}

Real islands form on bare substrate alone, so their density at closure is
\begin{equation}
 N=J\int_0^{t_c}\theta_0(t)\,dt
 =JT\int_0^{1.638}e^{-\pi\tau^3/3}\,d\tau=\frac{0.878}{L^2},
\end{equation}
where $\tau=t/T$ and $JT=(J/v)^{2/3}=L^{-2}$. With the spacing defined as $N^{-1/2}$, it equals $1.07\,L$.

For the thickness, cut the film at height $z$. An island of age $u$ has radius $vu$ and covers there a disc of area $\pi(v^2u^2-z^2)$, provided $u>z/v$. The expected number of islands over a point at this height is
\begin{align}
 \mu(z)&=\pi J\int_{z/v}^{t}(v^2u^2-z^2)\,du\nonumber\\
 &=\pi J\left[\frac{v^2t^3}{3}-z^2t-\frac{z^3}{3v}+\frac{z^3}{v}\right]\nonumber\\
 &=\pi Jv^2t^3\left(\frac13-\zeta^2+\frac{2\zeta^3}{3}\right),
 \qquad \zeta=\frac{z}{vt}.
\end{align}
The covered fraction at height $z$ is $1-e^{-\mu(z)}$. Hemispheres have no overhangs, so the mean thickness is the integral of this fraction over height:
\begin{equation}
 h(t)=vt\int_0^1\left(1-e^{-\mu}\right)d\zeta,
 \qquad h(t_c)=1.18\,L .
\end{equation}
Spacing and closure thickness are thus fixed multiples of the same length. Since
\begin{equation}
 \frac{d\ln L}{d\eta}=\frac13\left(\frac{d\ln v}{d\eta}-\frac{d\ln J}{d\eta}\right),
\end{equation}
both shrink with overpotential $\eta$ whenever $\ln J$ rises faster than $\ln v$. Both rates may increase; their relative slopes decide.

\section{How overpotential enters nucleation}

Let $\eta$ be the positive magnitude of the overpotential, measured from the equilibrium potential of the bulk deposit in the same solution, and let
\begin{equation}
 x=\frac{ze\eta}{kT_{\rm a}},
\end{equation}
where $z$ from here on is the ion's charge number and $T_{\rm a}$ the absolute temperature. An $n$-atom hemisphere of atomic volume $\Omega$ satisfies $2\pi r^3/3=n\Omega$, so $r=r_1n^{1/3}$ with $r_1=(3\Omega/2\pi)^{1/3}$. Assume a contact angle of $90^\circ$, for which the base costs no more than the bare substrate it replaces, and a surface energy $\gamma$ independent of size. The work of formation in units of $kT_{\rm a}$ is
\begin{equation}
 g_n=-nx+s\,n^{2/3},\qquad s=\frac{2\pi r_1^2\gamma}{kT_{\rm a}} .
\end{equation}
Setting $dg_n/dn=-x+\tfrac23 s\,n^{-1/3}$ to zero gives the critical size, and substitution gives the barrier:
\begin{align}
 n_*&=\left(\frac{2s}{3x}\right)^3,\\
 g_*&=n_*^{2/3}\left(s-x\,n_*^{1/3}\right)=\frac{s}{3}n_*^{2/3}
 =\frac{b}{x^2},\qquad b=\frac{4s^3}{27}.
\end{align}
The barrier falls as $1/\eta^2$, and it stands in an exponent.

The prefactor must be found too, because it could also depend on $\eta$. Let charge transfer control attachment, with no depletion of ions and no ohmic drop. Attachment to an $n$-atom cluster is proportional to its area:
\begin{equation}
 p_n=w\,n^{2/3}e^{ax},\qquad w=\frac{j_0}{ze}\,2\pi r_1^2 ,
\end{equation}
with exchange current density $j_0$ and cathodic transfer coefficient $a$. Let $c_n^{\rm eq}=C_0e^{-g_n}$, where $C_0$ is the density of substrate sites. Detailed balance fixes the detachment rate $q_{n+1}$ through $p_nc_n^{\rm eq}=q_{n+1}c_{n+1}^{\rm eq}$. In the steady state the same net flux passes every size:
\begin{equation}
 J=p_nc_n-q_{n+1}c_{n+1}
 =p_nc_n^{\rm eq}\left(\frac{c_n}{c_n^{\rm eq}}-\frac{c_{n+1}}{c_{n+1}^{\rm eq}}\right).
\end{equation}
Divide by $p_nc_n^{\rm eq}$ and sum over $n$. The bracket telescopes from one, for single atoms in equilibrium with the solution, to zero, for large clusters removed from the count as islands. Hence
\begin{equation}
 \frac1J=\sum_n\frac{e^{g_n}}{C_0\,p_n}.
\end{equation}
The terms peak near $n_*$, where $g_n\simeq g_*-\tfrac12\kappa(n-n_*)^2$ with $\kappa=-g''(n_*)=\tfrac29s\,n_*^{-4/3}$. Replacing the sum by a Gaussian integral of width factor $\sqrt{2\pi/\kappa}$ gives
\begin{align}
 J&=C_0\,w\,n_*^{2/3}e^{ax}\sqrt{\frac{\kappa}{2\pi}}\;e^{-g_*}\nonumber\\
 &=C_0\,w\sqrt{\frac{s}{9\pi}}\;e^{ax-b/x^2}.
\end{align}
The area factor $n_*^{2/3}$ cancels against $\sqrt\kappa\propto n_*^{-2/3}$. What remains is the factor $e^{ax}$ from charge transfer and the barrier.

\section{Why growth cannot keep pace}

For a large island the surface term in $g_n-g_{n-1}$ is negligible, so this difference tends to $-x$ and $q_n\to p_ne^{-x}$. The net gain is $dn/dt=p_n(1-e^{-x})$. Since $dr/dt=(r_1/3)n^{-2/3}\,dn/dt$,
\begin{equation}
 v=\frac{wr_1}{3}e^{ax}(1-e^{-x})=\frac{\Omega j}{ze},
 \qquad j=j_0\left[e^{ax}-e^{-(1-a)x}\right].
\end{equation}
The second form follows from $wr_1/3=(j_0/ze)(2\pi r_1^3/3)=\Omega j_0/ze$ and is Faraday's law.

Growth is itself exponential in $\eta$, so it is not enough to say that nucleation is exponential. The ratio settles the matter:
\begin{equation}
 L^3=\frac vJ=\frac{r_1}{C_0}\sqrt{\frac{\pi}{s}}\,(1-e^{-x})\,e^{b/x^2}.
\end{equation}
Both $w$ and $e^{ax}$ have cancelled. In this model, where clusters and islands both gain atoms directly from solution with the same exchange current per area, faster charge transfer helps nuclei form and islands spread in equal measure, and leaves the spacing alone. Differentiating the logarithm, and using $2b/x^3=8s^3/(27x^3)=n_*$,
\begin{equation}
 \frac{d\ln L}{d\eta}=\frac{ze}{3kT_{\rm a}}\left(\frac{1}{e^x-1}-n_*\right).
\end{equation}
The first term is the coarsening influence: a larger $\eta$ suppresses detachment from growing islands. The second is the refining influence. A critical nucleus of $n_*$ atoms gains $n_*$ times the extra electrical work per atom, whereas growth proceeds one atom at a time.

Refinement requires $n_*>1/(e^x-1)$, or $2b>x^3/(e^x-1)$. The right side has a maximum of $1.42$, at $x=2.82$, so within these formulas any $2b$ above $1.42$ gives refinement at every overpotential. A smaller $b$ would allow an interval of coarsening, but the barrier there would be of order $kT_{\rm a}$ or less and the Gaussian step would have lost its basis. That case is no reliable prediction of coarsening.

The cancellation of $e^{ax}$ assumes one transfer coefficient for clusters and islands. If they differ, $a_v$ for growth and $a_J$ for nucleation, the bracket gains the term $a_v-a_J$. For coefficients between zero and one its size is at most one, which cannot outweigh an $n_*$ of ten or more.

\section{Ten millivolts in numbers}

Take a model deposit with $T_{\rm a}=300$ K, $z=1$, $\Omega=0.015$ nm$^3$, $\gamma=0.15$ J/m$^2$, $C_0=10$ nm$^{-2}$, $j_0=10$ A/m$^2$ and $a=0.5$. These round values give $s=8.46$ and $b=89.5$, so $2b=179$ is far above the threshold. The surface energy is deliberately low. Clean metals have values nearer 1 J/m$^2$, and since $b\propto\gamma^3$, the same hemisphere would then face a barrier of about $7000\,kT_{\rm a}$ at 50 mV and would not form. The example illustrates the mechanism and does not predict the lengths for a particular metal.

Raise the overpotential from 50 to 60 mV. Then $x$ goes from $1.934$ to $2.321$, the critical size from about 25 to 14 atoms, and the barrier from $23.93$ to $16.62\,kT_{\rm a}$. The growth speed rises from $2.11$ to $2.69$ nm/s, a factor of $1.28$. The nucleation rate rises by
\begin{equation}
 e^{23.93-16.62}\;e^{0.5(2.321-1.934)}\simeq1.8\times10^3 .
\end{equation}
The common factor for spacing and thickness is therefore
\begin{equation}
 \left(\frac{1.279}{1820}\right)^{1/3}=0.089 .
\end{equation}
The spacing falls from 671 to 60 nm, and the closure thickness from 745 to 66 nm. The film driven harder is about eleven times finer, and closes at about one eleventh of the thickness.

The belief can be given its own number. Had $J$ stayed constant, the faster growth would have multiplied both lengths by $1.279^{1/3}=1.09$. If instead the barrier alone is frozen, so that nucleation keeps its charge-transfer factor, the increase is $1.8\,\%$. The falling barrier contributes a factor of $0.087$ and overwhelms either effect.

The outcome of a comparison depends on when it is made. After 10 s the oldest islands have radii of 21 nm at 50 mV and 27 nm at 60 mV, as the belief expects. But $0.004\,\%$ of the surface is covered in the first case and $11\,\%$ in the second. Closure comes after 489 s and 34 s respectively. By then the oldest islands have had time to reach $2.106\times489\simeq1030$ nm at 50 mV, but only $2.694\times34\simeq92$ nm at 60 mV. The slower islands end larger because they are left alone for longer.

The approximations can be judged separately. A direct solution of the steady cluster equations gives nucleation rates below the formula by less than $1\,\%$ of its value. Small islands grow more slowly than $v$, but the time from size $2n_*$ to radius $L$ differs from $L/v$ by about $0.4\,\%$ or less. Part of this is a cancellation: at 60 mV the slow early growth adds $1.45\,\%$ and the start at finite size removes $1.05\,\%$. Counted from the moment the overpotential is applied, with the time needed to establish steady nucleation included, islands reach radius $L$ late by $0.3\,\%$ of $L/v$ at 50 mV and $1.3\,\%$ at 60 mV. Simulations of randomly born islands give spacings of 670 and 60 nm and thicknesses of 741 and 66 nm. Their bare fraction at closure is $1.09\,\%$ in both cases instead of $1\,\%$, within the tolerance of $0.2$ percentage points set for sampling scatter. The numerical output also lists the intermediate case of 55 mV.

The absolute lengths deserve less trust than their trend. From $L^3\propto s^{-1/2}e^{4s^3/27x^2}$ at fixed $x$,
\begin{equation}
 \frac{d\ln L}{d\ln\gamma}=\frac13\left(3g_*-\frac12\right)=g_*-\frac16 ,
\end{equation}
which is about 24 at 50 mV. An error of $1\,\%$ in $\gamma$ shifts the predicted spacing there by roughly a quarter. The direction of the trend survives such errors, but its size moves: a change of $10\,\%$ in $\gamma$ turns the factor of eleven into about 6 or about 25.

\section{When the spacing stops responding}

The opening grid has a random counterpart. Let sites of density $N_0$ all be occupied at time zero. The bare fraction is $e^{-\pi N_0R^2}$ when the islands have radius $R$, so closure occurs at
\begin{equation}
 R_c=\sqrt{\frac{\ln100}{\pi N_0}},\qquad
 h_c=\int_0^{R_c}\left[1-e^{-\pi N_0(R_c^2-y^2)}\right]dy ,
\end{equation}
where $y$ is height. Neither expression contains $\eta$. For $N_0^{-1/2}=100$ nm the closure thickness is 106 nm at both overpotentials; only the closure time changes, from 57.5 s at 50 mV to 44.9 s at 60 mV. Here a larger overpotential neither coarsens nor refines.

Progressive nucleation passes towards this limit when its sites run out. The constant-$J$ result needs the nuclei counted up to closure, $Jt_c=1.64/L^2$ per unit area, to be few compared with the available sites. If active defects are scarce, refinement must stop once they are used up.

Other conditions bound the result as well. The overpotential must be constant and act at the surface, nucleation must reach its steady rate in a time short compared with $t_c$, and islands must be much larger than critical nuclei. The first condition is demanding in the 50 mV example. In an unstirred solution with an ion diffusion coefficient of $10^{-9}$ m$^2$/s, the concentration at the surface would fall by about 0.18 mol/L before closure. Even from 1 mol/L this would take about 5 mV from the overpotential, so the numbers presume a concentrated and well-stirred solution. Most islands are born before the depletion is large. With planar diffusion from 1 mol/L acting back on $J$ and $v$, the spacing rises by about a fifth at 50 mV and by about $5\,\%$ at 60 mV. A size-independent $\gamma$ is already a rough assumption for the nuclei of 14 to 25 atoms in the example, and the continuous cluster energy loses its meaning altogether as $n_*$ approaches one atom, at $x=2s/3\simeq5.6$ for this deposit. If ion transport limits deposition, $v$ is no longer constant and nucleation is no longer uniform between islands, so the law for $L$ does not apply. Additives, dendrites and recrystallisation after closure also lie outside it. In these cases the effect of overpotential on coarseness needs a separate analysis.

\section*{Calculated quantities}
\begin{verbatim}
temperature 300 K; charge number 1; transfer coefficient a 0.5
atom volume 0.015 nm^3; surface energy 0.15 J/m^2
site density 10 nm^-2; exchange current 10 A/m^2
r1 0.1928 nm; s 8.455; b 89.53; w 14.57 s^-1
closure time number t_c/T 1.6383
island density number N L^2 0.8783
closure thickness number h/L 1.1835
closure thickness/spacing 1.1092
--- overpotential 50 mV: x 1.9341
critical size 24.75 atoms; barrier 23.93 kT; 1/(e^x-1) 0.1690
J 8.454e-09 nm^-2 s^-1; v 2.106 nm/s; current 22.50 A/m^2
L 629.3 nm; d ln L/d eta -0.3169 mV^-1
island density 2.218 um^-2; spacing 671.4 nm
closure time 489.4 s; closure thickness 744.8 nm
master-equation J minus formula -0.61 %; growth-time error 0.15 %
--- overpotential 55 mV: x 2.1275
critical size 18.59 atoms; barrier 19.78 kT; 1/(e^x-1) 0.1352
J 5.929e-07 nm^-2 s^-1; v 2.389 nm/s; current 25.52 A/m^2
L 159.1 nm; d ln L/d eta -0.2380 mV^-1
island density 34.685 um^-2; spacing 169.8 nm
closure time 109.1 s; closure thickness 188.3 nm
master-equation J minus formula -0.74 %; growth-time error 0.30 %
--- overpotential 60 mV: x 2.3209
critical size 14.32 atoms; barrier 16.62 kT; 1/(e^x-1) 0.1089
J 1.538e-05 nm^-2 s^-1; v 2.694 nm/s; current 28.78 A/m^2
L 56.0 nm; d ln L/d eta -0.1833 mV^-1
island density 280.572 um^-2; spacing 59.7 nm
closure time 34.0 s; closure thickness 66.2 nm
master-equation J minus formula -0.89 %; growth-time error 0.39 %
--- change from 50 to 60 mV (ratios)
J ratio 1819.8; v ratio 1.279
spacing ratio and thickness ratio 0.0889
barrier part 0.0874; part with barrier frozen 1.0178
maximum of x^3/(e^x-1) 1.4214 at x 2.8214; 2b 179.1
at 10 s, 50 mV: oldest radius 21.1 nm; covered 0.0039 %
at 10 s, 60 mV: oldest radius 26.9 nm; covered 11.0384 %
simulation 50 mV: bare 1.09 %; thickness 741.4 nm; spacing 669.9 nm
simulation 60 mV: bare 1.09 %; thickness 66.1 nm; spacing 60.0 nm
fixed sites: spacing 100 nm; closure thickness 105.6 nm
fixed-site closure time: 50 mV 57.5 s; 60 mV 44.9 s
\end{verbatim}
